# Nanosheet width for a lateral subband splitting of kT

**Question**

I have a homework problem about a silicon nanosheet transistor. The electrons are confined sideways by hard walls, the lateral effective mass is 0.19 free-electron masses, and I am asked for the width at which the first two lateral subbands are separated by $kT$ at 300 K.

I took the particle-in-a-box energy $\hbar^2\pi^2/(2mW^2)$, set it equal to $kT$, and got 8.75 nm. I am told this is wrong, but I don't see why. I am also confused about two other things. The sheet has a thickness, about 5 nm, and the problem never mentions it: shouldn't it matter? And once I have the right width, does it mean that the electrons all sit in the lowest subband?

**Answer**

Your 8.75 nm answers a different question: at what width does the lowest level lie $kT$ above the bottom of the well? The problem asks for the distance between two levels. The thickness question can be settled on the way.

**Why the thickness drops out**

Let $x$ run along the channel, $y$ across the width $W$ and $z$ through the thickness $t$. Assume a rectangular cross-section, a flat potential inside, impenetrable walls, and a parabolic band with masses $m_x$, $m$ and $m_z$ along the three axes. Then

$$
-\frac{\hbar^2}{2}\left(\frac{1}{m_x}\frac{\partial^2}{\partial x^2}+\frac{1}{m}\frac{\partial^2}{\partial y^2}+\frac{1}{m_z}\frac{\partial^2}{\partial z^2}\right)\psi=E_{\rm tot}\,\psi .
$$

Insert $\psi=e^{ikx}Y(y)Z(z)$ and divide by $\psi$. The left side becomes a constant, plus a function of $y$ alone, plus a function of $z$ alone. Their sum can be constant for all $y$ and $z$ only if each term is constant, so

$$
E_{\rm tot}=\frac{\hbar^2k^2}{2m_x}+E+E_z,\qquad -\frac{\hbar^2}{2m}Y''=E\,Y .
$$

Two lateral subbands with the same thickness mode, compared at the same $k$, share the first and last terms. These cancel in the difference, and only the lateral energy $E$ is left.

**The lateral levels**

The walls require $Y(0)=Y(W)=0$. For $E>0$, define $q=\sqrt{2mE}/\hbar$. The general solution is $Y=A\sin qy+B\cos qy$. The wall at $y=0$ gives $B=0$. The wall at $y=W$ gives $\sin qW=0$, hence $qW=n\pi$ and

$$
E_n=\frac{\hbar^2q^2}{2m}=\frac{\hbar^2\pi^2n^2}{2mW^2},\qquad n=1,2,3,\dots
$$

Negative $n$ merely changes the sign of $Y$, so it adds no new state. For $E=0$ the solution is a straight line, and for $E<0$, after the first wall condition, it is a hyperbolic sine. Neither can vanish at both walls unless it vanishes everywhere. The lowest state is therefore $n=1$.

**The width**

The splitting is

$$
E_2-E_1=\frac{\hbar^2\pi^2}{2mW^2}\,(2^2-1^2)=\frac{3\hbar^2\pi^2}{2mW^2}.
$$

The factor 3 is what your attempt lacked. Set the splitting equal to $kT$, multiply by $W^2$, divide by $kT$, and take the positive root:

$$
W^2=\frac{3\pi^2\hbar^2}{2m\,kT},\qquad
W=\pi\hbar\sqrt{\frac{3}{2m\,kT}} .
$$

The charge $e$ does not appear, so the formula reads the same in Gaussian and SI units.

For the numbers, use eV and nm. With $m_0$ the free-electron mass, $\hbar^2/(2m_0)=0.038100$ eV nm², so

$$
\frac{\hbar^2}{2m}=\frac{0.038100}{0.19}=0.20053\ \text{eV nm}^2,\qquad
\frac{3\pi^2\hbar^2}{2m}=5.9373\ \text{eV nm}^2 .
$$

At 300 K, $kT=25.852$ meV $=0.025852$ eV. Therefore

$$
W^2=\frac{5.9373}{0.025852}=229.67\ \text{nm}^2,\qquad W=15.2\ \text{nm}.
$$

This is $\sqrt3$ times your 8.75 nm. Diagonalizing the lateral Hamiltonian on a grid, and searching for the width at which the gap is $kT$, gives the same 15.155 nm as the formula before rounding.

Substituting back, $E_1=8.62$ meV and $E_2=34.47$ meV. Their difference is 25.85 meV, as required. In units of $kT$ the levels are $1/3$, $4/3$ and $3$, so the next gap, $E_3-E_2$, is already $5kT/3$.

**What sets the scale**

Define the thermal de Broglie length $\lambda=\sqrt{2\pi\hbar^2/(m\,kT)}$. Then $\hbar^2/(m\,kT)=\lambda^2/(2\pi)$, and

$$
W^2=\frac{3\pi^2}{2}\,\frac{\lambda^2}{2\pi}=\frac{3\pi}{4}\lambda^2,\qquad W=\frac{\sqrt{3\pi}}{2}\,\lambda=1.535\,\lambda .
$$

Here $\lambda=9.87$ nm. Lateral quantization becomes comparable with thermal energy when the sheet is about one and a half thermal wavelengths wide.

The width varies as $(mT)^{-1/2}$. At 400 K, with the mass unchanged, it falls to 13.1 nm. At 300 K with a lateral mass of 0.92 it is 6.9 nm. For a given width, the splitting is proportional to $1/W^2$: a 30 nm sheet with mass 0.19 has $5.9373/900$ eV $=6.6$ meV, about a quarter of $kT$.

**When the thickness does matter**

The thickness cancels from this particular gap, but it decides whether the second lateral state is also the second state overall. The first thickness excitation costs $3\hbar^2\pi^2/(2m_zt^2)$. It lies above the lateral one if

$$
\frac{1}{m_zt^2}>\frac{1}{mW^2}\quad\Longrightarrow\quad t<W\sqrt{\frac{m}{m_z}} .
$$

In a silicon sheet with (001) faces, the two conduction valleys whose heavy axis is perpendicular to the sheet have lateral mass 0.19 and thickness mass 0.92. The limit is then 6.9 nm. At $t=5$ nm the thickness excitation is 49 meV, well above 25.9 meV, so the two lateral subbands are the lowest two of these valleys.

**Are all the electrons in the lowest subband?**

No. At low density the occupation of a state is proportional to $e^{-E_{\rm tot}/kT}$. Within the lowest thickness mode, the number of electrons per unit length in lateral subband $n$ is then

$$
N_n\propto e^{-E_n/kT}\int_{-\infty}^{\infty}e^{-\hbar^2k^2/(2m_xkT)}\,dk .
$$

The integral is the same for every $n$. Since $E_n=n^2kT/3$ at the width found above,

$$
\frac{N_n}{N_1}=e^{-(n^2-1)/3}.
$$

The second subband holds $e^{-1}=0.368$ times as many electrons as the first. Summing over all the lateral subbands, the first holds 69% of the electrons in this thickness mode. In a 5 nm sheet the next thickness mode, 49 meV higher, holds $e^{-49.0/25.9}\approx0.15$ times as many electrons as the lowest one, so the lowest subband's share of all the electrons in these two valleys is about 60%. A splitting of $kT$ marks a crossover, not the start of single-subband behaviour.

At higher density the Pauli principle pushes electrons upward. Take a sheet density of $10^{13}$ cm⁻², place all these electrons in the lowest thickness mode of the two valleys, and keep the hard-wall levels. The Fermi level then lies 69 meV above $E_1$, close to the third subband edge, and the first subband's share drops to 46%. At $10^{12}$ cm⁻² it is 67%, close to the 69% found at low density. In a 5 nm sheet the second thickness mode starts only 49 meV above the first subband, so at $10^{13}$ cm⁻² it fills too. The Fermi level is then lower than 69 meV, and the first subband's share of all the electrons is smaller than 46%.

**How far to trust 15 nm in a real device**

Nanosheet transistors have sheets roughly 5 nm thick and from about ten to several tens of nanometres wide, so 15 nm is a realistic width. The hard-wall model omits several things. Below, each is switched on separately at fixed $W=15.155$ nm, unless another width is stated. The material parameters are rough typical values.

*Soft walls.* Take an oxide barrier $V=3.1$ eV with mass $m_{\rm ox}=0.5\,m_0$. For $E\ll V$ the wave decays in the oxide as $e^{-\kappa s}$, where $s$ is the distance from the wall and

$$
\kappa=\frac{\sqrt{2m_{\rm ox}V}}{\hbar}=\sqrt{\frac{0.5\times3.1}{0.038100}}\ \text{nm}^{-1}\approx6.4\ \text{nm}^{-1}.
$$

Continuity of $Y$ and of $Y'/m$ makes the slope just inside the wall equal to $-(m/m_{\rm ox})\kappa Y$, measured in the outward direction. Extended as a straight line, the inner wave reaches zero a distance

$$
\delta=\frac{m_{\rm ox}}{m\,\kappa}=\frac{0.5}{0.19\times6.4}\approx0.41\ \text{nm}
$$

beyond the wall. The sheet behaves as if it were $2\delta\approx0.8$ nm wider. Solving the full matching condition gives a splitting of 23.3 meV, 10% below $kT$. Restoring $kT$ requires a width of 14.3 nm, in agreement with $15.2-0.8$.

*Band and shape.* In a non-parabolic band the energy $\varepsilon$ follows from $\varepsilon(1+\alpha\varepsilon)=\varepsilon_{\rm par}$, where $\varepsilon_{\rm par}$ is the parabolic energy of width and thickness together. With $\alpha=0.5$ eV⁻¹ and a 5 nm sheet this lowers the splitting to 24.9 meV. Semicircular ends, with the total width held fixed and a parabolic band, raise the splitting about 6% above $kT$, to between 27 and 28 meV. A width error of 1 nm also matters: the splitting is 29.6 meV for a sheet 1 nm narrower and 22.8 meV for one 1 nm wider.

*Charge in the sheet.* The electrons repel one another and raise the potential energy in the middle relative to the walls. The $n=2$ state has more weight near the walls than the $n=1$ state, so it is raised less and the gap shrinks. Diagonalization gives a splitting of 25.1 meV at $10^{12}$ cm⁻², where the bending is 13 meV, and about 18 meV at $10^{13}$ cm⁻², where it is 134 meV. The splitting changes by much less than the bending because both levels rise by similar amounts: at $10^{13}$ cm⁻², about 100 meV for $n=1$ and 93 meV for $n=2$. Both figures are estimates: the charge was spread uniformly across the width, and the silicon surface was held at one potential. If the charge is instead made to follow the occupied wave functions of the two main valleys, the splittings become about 24 and 18 meV.

*Collisions.* A mobility $\mu=200$ cm²/Vs corresponds to a relaxation time $\tau=m\mu/e=21.6$ fs. If this is also taken as the lifetime of a level, the broadening is $\hbar/\tau\approx30$ meV, larger than the splitting itself. With such a mobility the broadened edges of the two subbands overlap.

*Other valleys.* Silicon has four more valleys, whose masses are oriented differently. For a channel along ⟨100⟩ in this 5 nm sheet, they hold about 27% of the electrons at low density if the walls are hard and the band is parabolic. This figure is sensitive to the walls. These valleys have the light mass 0.19 through the thickness, so the oxide barrier above lowers them much more than the main valleys, and their share rises to about 43%, or about 45% with non-parabolicity as well. The shares given above therefore refer to the two main valleys, not to all the electrons in the sheet.

For your exercise the answer is 15.2 nm. For a device, read it as "roughly 14 to 15 nm at low density": with soft walls and non-parabolicity acting together, the width for $kT$ is about 14.1 nm for a rectangular cross-section and 14.6 nm for semicircular ends. In a strongly turned-on channel, the flat well and the sharp levels are the assumptions that fail most seriously among those examined here. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
temperature: 300 K; lateral mass: 0.19 m0
hbar^2/(2 m0): 0.038100 eV nm2
hbar^2/(2 m): 0.20053 eV nm2
kT: 25.852 meV
3 pi^2 hbar^2/(2 m): 5.9373 eV nm2
W squared: 229.67 nm2
width W from formula: 15.155 nm
width W from diagonalization: 15.155 nm
thermal length: 9.873 nm; W/length: 1.5350
E1, E2, E3 at W: 8.62, 34.47, 77.56 meV
width if E1 (not E2-E1) were kT: 8.75 nm
low-density population ratio 2nd/1st: 0.368
low-density share of 1st subband: 0.692
splitting at 30 nm width: 6.60 meV
sheet thickness: 5.0 nm; thickness mass: 0.92 m0
first thickness excitation: 49.0 meV
thickness limit for lateral gap to come first: 6.89 nm
oxide barrier: 3.1 eV; oxide mass: 0.5 m0 (rough)
splitting at W, finite barrier: 23.26 meV
width for kT, finite barrier: 14.33 nm
non-parabolicity: 0.5 1/eV (rough)
splitting at W, non-parabolic: 24.93 meV
splitting at W, semicircular ends: 27.3 meV
relative permittivity: 11.7 (rough)
peak band bending at 1e+12 cm-2: 13 meV
splitting with bending at 1e+12 cm-2: 25.1 meV
share of 1st subband, flat well, 1e+12 cm-2: 0.67
Fermi level minus E1, flat well, 1e+12 cm-2: -31 meV
peak band bending at 1e+13 cm-2: 134 meV
splitting with bending at 1e+13 cm-2: 18.3 meV
share of 1st subband, flat well, 1e+13 cm-2: 0.46
Fermi level minus E1, flat well, 1e+13 cm-2: 69 meV
low-density share of other valleys: 0.275
width for lateral mass 0.92: 6.89 nm
mobility: 200 cm2/Vs (rough); tau: 21.6 fs
collision broadening hbar/tau: 30.5 meV
width for kT at 400 K: 13.12 nm
splitting at W-1 nm: 29.6 meV
splitting at W+1 nm: 22.8 meV
```
